\section*{Magnetic interaction and Condon domains in the de Haas–van Alphen effect, part 2}

The magnetization $M$ of an electron gas oscillates with the flux density $B$, which itself contains $M$: in a long rod along the field, $B=\mu_0[H+M(B)]$. The problem is how this feedback distorts the oscillation, and when it makes $B$ jump or divides a plate into domains.

The gas is clean, with free electrons of mass $m$, charge $-e$ and spin factor 2, at fixed chemical potential $\mu$ and temperature $T$. SI units are used. The example, which represents no particular metal, has Fermi wave number $k_F=1.2\times10^{10}\ \mathrm{m^{-1}}$. The non-oscillating magnetization is left out; it would lower the quoted values of $\mu_0H$ by about $0.07$ mT and leave those of $B$ unchanged.

The oscillation frequency is
\begin{equation}
F=\frac{m\mu}{\hbar e}=\frac{\hbar k_F^2}{2e}.
\label{eq:F}
\end{equation}
With $\omega_c=eB/m$, the oscillating grand potential per unit volume is
\begin{align}
\Omega&=\sum_{p=1}^\infty W_p\cos\left(\frac{2\pi pF}{B}-\frac\pi4\right),\label{eq:LK}\\
W_p&=\frac{\hbar\omega_c}{4\pi^4p^{5/2}}\left(\frac{eB}{\hbar}\right)^{3/2}R_T(pz),\label{eq:Wp}\\
R_T(z)&=\frac{z}{\sinh z},\qquad z=\frac{2\pi^2k_BT}{\hbar\omega_c}.
\end{align}
The second harmonic has relative curvature
\begin{equation}
\frac{4W_2}{W_1}=\frac{1}{\sqrt2}\,\frac{R_T(2z)}{R_T(z)}=\frac1{\sqrt2\cosh z},
\label{eq:second}
\end{equation}
because $\sinh2z=2\sinh z\cosh z$.

Choose $B_c$ so that $F/B_c=N+\tfrac18$ with integer $N$. The local expansion about $B_c$ keeps only $p=1$, with constant amplitude $W=W_1(B_c)$ and a phase linear in $B$. With $k=2\pi F/B_c^2$, $y=k(B-B_c)$ and $x=k(\mu_0H-B_c)$, it gives $\Omega=W\cos y$ and $k\mu_0M=a\sin y$, where
\begin{equation}
a=\mu_0k^2W .
\label{eq:a}
\end{equation}
This $a$ is the largest value of $\mu_0\,\partial M/\partial B$.

In a rod at fixed $H$, equilibrium minimizes $g(y;x)=\tfrac12(y-x)^2+a\cos y$, so $y=x+a\sin y$ and $k\mu_0M=y-x$. Energies per unit volume are $g/(\mu_0k^2)$. For $a<1$ the result to be proved is
\begin{equation}
k\mu_0M=\sum_{n=1}^{\infty}\frac{2}{n}J_n(na)\sin nx,
\label{eq:besselresult}
\end{equation}
where $J_n$ is the Bessel function.

\subsection{Harmonics below the threshold}

For $a<1$ the function
\begin{equation}
h(y)=y-a\sin y
\label{eq:h}
\end{equation}
has slope $1-a\cos y>0$, so each $x=h(y)$ belongs to one $y$. The difference $y-x$ is odd and $2\pi$-periodic in $x$. It therefore has a sine series with coefficients
\begin{align}
b_n&=\frac2\pi\int_0^\pi(y-x)\sin nx\,dx\nonumber\\
&=\frac2\pi\left[-\frac{(y-x)\cos nx}{n}\right]_0^\pi+\frac{2}{\pi n}\int_0^\pi\left(\frac{dy}{dx}-1\right)\cos nx\,dx .
\label{eq:parts}
\end{align}
The bracket vanishes because $y=x$ at both ends, and $\int_0^\pi\cos nx\,dx=0$. Changing the variable to $y$ leaves
\begin{equation}
b_n=\frac{2}{\pi n}\int_0^\pi\cos\left(ny-na\sin y\right)dy=\frac2nJ_n(na),
\label{eq:bn}
\end{equation}
by Bessel's integral. This proves (\ref{eq:besselresult}).

For small $a$, $J_n(s)\simeq(s/2)^n/n!$ gives $b_1\simeq a$ and $b_2\simeq a^2/2$. The second harmonic grows as the square of the first, with ratio
\begin{equation}
\frac{b_2}{b_1}\simeq\frac a2 .
\label{eq:ratio}
\end{equation}
These harmonics come from feedback and not from higher terms in the Landau-level sum. The fundamental is changed as well, since $2J_1(a)<a$.

The distortion steepens the wave where $M$ rises with $B$. Differentiating $y=x+a\sin y$ gives $dy/dx=1/(1-a\cos y)$, and hence
\begin{equation}
\frac{\partial M}{\partial H}=\frac{dy}{dx}-1=\frac{a\cos y}{1-a\cos y}.
\label{eq:slope}
\end{equation}
The slope is $a/(1-a)$ at $y=0$ and $-a/(1+a)$ at $y=\pi$. It passes one already at $a=\tfrac12$, where the uniform state is still stable, and diverges at $a=1$. This is why the condition must be stated with the derivative taken with respect to $B$.

\subsection{The gas at 3.5 K}

Equation (\ref{eq:F}) gives $F=47391$ T. With $N=4739$ the centre field is $B_c=10.000$ T, and
\begin{equation}
k=\frac{2\pi\times47391}{(10.000)^2}\ \mathrm{T^{-1}}=2978\ \mathrm{T^{-1}},\qquad \frac{2\pi}{k}=2.110\ \mathrm{mT}.
\end{equation}
At $3.5$ K the thermal argument is $z=5.143$, the thermal factor is $0.0601$ and (\ref{eq:Wp}) gives $W=0.0536\ \mathrm{J\,m^{-3}}$. Then
\begin{equation}
a=\mu_0k^2W=(4\pi\times10^{-7})(2978)^2(0.0536)=0.597 .
\end{equation}
An energy density this small matters because it enters multiplied by $k^2$: the phase is very sensitive to $B$.

The first four harmonics of $k\mu_0M$ are $0.571$, $0.158$, $0.065$ and $0.032$. Direct minimization of $g$ gives the same values. The second harmonic is $0.277$ of the first, close to the small-$a$ estimate $a/2=0.298$. In the gas without feedback this ratio would be
\begin{equation}
\frac{2W_2}{W_1}=\frac{1}{2\sqrt2\cosh z}=0.0041 ,
\end{equation}
which is half of (\ref{eq:second}), since the magnetization involves one derivative and the curvature two. At this temperature nearly all of the second harmonic is thus due to the magnetic interaction. The fundamental is reduced from $0.597$ to $0.571$, by about $4\%$.

The central slope is $\partial M/\partial H=0.597/0.403=1.48$. It exceeds one, yet the curve has no jump.

\subsection{Loss of stability and the Maxwell construction}

The curvature of $g$ is
\begin{equation}
\frac{\partial^2g}{\partial y^2}=1-a\cos y .
\label{eq:curv}
\end{equation}
For $a>1$ it is negative for $|y|<\arccos(1/a)$. No uniform state with $y$ in this interval is an equilibrium of the rod, and $y=x+a\sin y$ has several solutions for $x$ near zero. The equilibrium is the lowest minimum, which can be found without listing all solutions.

Let $0<x<\pi$. Since $g\to\infty$ for large $|y|$, a lowest minimum exists. If $y<0$, reflection about zero leaves $\cos y$ unchanged and lowers the energy:
\begin{equation}
g(y;x)-g(-y;x)=\tfrac12\left[(y-x)^2-(y+x)^2\right]=-2xy>0 .
\end{equation}
If $y>\pi$, reflection about $\pi$ does the same:
\begin{equation}
g(y;x)-g(2\pi-y;x)=\tfrac12\left[(y-x)^2-(2\pi-y-x)^2\right]=2(y-\pi)(\pi-x)>0 .
\end{equation}
So the minimum lies in $[0,\pi]$. It is not at an end, because $\partial g/\partial y$ equals $-x<0$ at $y=0$ and $\pi-x>0$ at $y=\pi$. Inside, it solves $h(y)=x$ with $h$ from (\ref{eq:h}). There $h''=a\sin y>0$, while $h(0)=0$, $h'(0)=1-a<0$ and $h(\pi)=\pi$. The function first falls below zero, returns to zero at one point $y_s$, and then rises to $\pi$. Hence $h(y)=x$ has one solution in the interval, and it lies between $y_s$ and $\pi$, where
\begin{equation}
y_s=a\sin y_s,\qquad 0<y_s<\pi .
\label{eq:ys}
\end{equation}

The symmetry $g(-y;-x)=g(y;x)$ gives the mirror image for $-\pi<x<0$. As $x$ passes through zero, the equilibrium jumps from $-y_s$ to $+y_s$. At $x=0$ the two minima have equal energy:
\begin{equation}
g(y_s;0)-g(-y_s;0)=\int_{-y_s}^{y_s}(y-a\sin y)\,dy=0 .
\label{eq:maxwell}
\end{equation}
This is Maxwell's equal-area rule: on the curve of $x$ against $y$, the areas above and below $x=0$ cancel. Because $g(y+2\pi;x+2\pi)=g(y;x)$, the jump recurs once per period within the local expansion. Its size is
\begin{equation}
\Delta B=\frac{2y_s}{k}.
\label{eq:jump}
\end{equation}

Just above threshold, $\sin y_s\simeq y_s-y_s^3/6$ turns (\ref{eq:ys}) into $y_s^2\simeq6(a-1)$, so the jump opens continuously from zero as a square root. For large $a$, setting $y_s=\pi-\delta$ gives $\pi-\delta\simeq a\delta$, hence $\delta\simeq\pi/(1+a)$, and the jump approaches a full period.

A uniform state can survive past the transition until its own curvature vanishes, at $\cos y=1/a$. Inserting $y=\arccos(1/a)$ in (\ref{eq:h}) and using $a\sin y=\sqrt{a^2-1}$ gives the limits
\begin{equation}
x=\pm\left[\sqrt{a^2-1}-\arccos(1/a)\right].
\label{eq:spinodal}
\end{equation}
They bound the hysteresis of the two branches that meet at the transition. How much of this range is reached depends on nucleation, which the model does not describe.

\subsection{Harmonics above the threshold}

The integration by parts in (\ref{eq:parts}) still applies on $0<x<\pi$, but $y-x$ now tends to $y_s$ as $x\to0^+$. The bracket contributes $y_s/n$, and the integral over $y$ starts at $y_s$:
\begin{equation}
b_n=\frac{2}{\pi n}\left[y_s+\int_{y_s}^{\pi}\cos n(y-a\sin y)\,dy\right].
\label{eq:bnjump}
\end{equation}
With $y_s=0$ this returns (\ref{eq:bn}). For large $n$ the integral vanishes and $b_n\to2y_s/(\pi n)$, the slow decay expected of a discontinuous function. For $a\to\infty$, $y_s\to\pi$ and $b_n\to2/n$, the series of the sawtooth $\pi-x$. The amplitude of $k\mu_0M$ then saturates at $\pi$ however large $W$ becomes, because $B$ avoids the fields at which the energy is high.

\subsection{Domains in a plate}

Now let the sample be a wide plate normal to an applied field $B_e$. The normal component of $\mathbf B$ is continuous at the faces, so the mean of $B$ over the plate equals $B_e$. What is fixed is the mean of $y$,
\begin{equation}
\langle y\rangle=y_0=k(B_e-B_c),
\end{equation}
and $H$ inside adjusts itself. Neglect the energy of domain walls and of the stray field near the faces, which is justified in the limit of a thick plate. The energy to be minimized is then the average of
\begin{equation}
u(y)=\tfrac12y^2+a\cos y .
\end{equation}
Terms linear in $y$ have been dropped, since their average is fixed.

Since $u(y)=g(y;0)$, the previous section shows that $u$ has its lowest value at $y=\pm y_s$. For $|y_0|<y_s$ the average of $u$ reaches this value if the plate divides into regions with $y=+y_s$ and $y=-y_s$. The mean fixes their volume fractions: $f_+y_s-f_-y_s=y_0$ and $f_++f_-=1$ give
\begin{equation}
f_\pm=\frac12\left(1\pm\frac{y_0}{y_s}\right).
\label{eq:fraction}
\end{equation}
These are the Condon domains. In both phases $y-a\sin y=0$, so both have $\mu_0H=B_c$. This is consistent with walls parallel to the field, across which $H$ must be continuous.

For $y_s<y_0<\pi$ the plate stays uniform. Put $x_0=h(y_0)$, which lies between $0$ and $\pi$. Then $y_0$ is the lowest minimum of $g(y;x_0)$, which means
\begin{equation}
u(y)-x_0y\ge u(y_0)-x_0y_0\qquad\text{for all }y .
\end{equation}
Averaging over any distribution with mean $y_0$ gives $\langle u\rangle\ge u(y_0)$, so no division lowers the energy. Negative $y_0$ follows by symmetry.

The rod and the plate thus share one construction. The rod, at fixed $H$, jumps between the two ends of the common tangent; the plate, at fixed mean $B$, moves along it. At $y_0=0$ the gain over the uniform state is
\begin{equation}
\Delta E=\frac{u(0)-u(y_s)}{\mu_0k^2}=\frac{a-\frac12y_s^2-a\cos y_s}{\mu_0k^2}.
\label{eq:gain}
\end{equation}

\subsection{The gas at 2.5 K}

Cooling raises $W$. In this gas the one-harmonic $a$ reaches one at $3.06$ K; with all harmonics the largest slope reaches one at $3.07$ K. At $2.5$ K, $z=3.673$ and $W=0.1664\ \mathrm{J\,m^{-3}}$, so $a=1.854$. The root of (\ref{eq:ys}) is $y_s=1.804$, and the coexisting fields are
\begin{equation}
B_\pm=B_c\pm\frac{1.804}{2978}\ \mathrm T=B_c\pm0.606\ \mathrm{mT}.
\end{equation}
In a rod, $B$ jumps by $1.21$ mT at $\mu_0H=B_c$. The metastable limits (\ref{eq:spinodal}) are $\mu_0H=B_c\pm0.188$ mT.

In a plate, domains exist over an interval of applied field of the same width, $1.21$ mT out of each period of $2.11$ mT. At $B_e=B_c+0.300$ mT the high-field phase fills
\begin{equation}
f_+=\frac12\left(1+\frac{0.300}{0.606}\right)=0.75
\end{equation}
of the volume. At $B_e=B_c$ the domains lower the energy by $0.059\ \mathrm{J\,m^{-3}}$, before wall and stray-field costs are subtracted.

The neglected harmonics can be judged here. Equation (\ref{eq:second}) gives a relative curvature of $0.036$ for the second. Keeping eight harmonics of (\ref{eq:LK}) and constructing the common tangent numerically, without the local expansion, changes the jump from $1.212$ to $1.207$ mT, a reduction of $0.4\%$.

\subsection{Where the description fails}

By (\ref{eq:Wp}) and (\ref{eq:a}), $a$ varies with field as $B^{-3/2}R_T(z)$, where $z\propto T/B$. At fixed temperature it falls exponentially at low field, which sets a lower limit for domains. At high field $z$ is small and one harmonic no longer suffices. The harmonics of $\mu_0\,\partial M/\partial B$ then decrease only as $p^{-1/2}$ up to $p$ of about $1/z$, so the maximum of their sum is larger than the first term by a factor of order $z^{-1/2}$. At fixed $\mu$ and in the limit of small $z$ the largest slope therefore falls as $B^{-1}$, more slowly than $B^{-3/2}$, but it still falls. A neutral metal fixes the electron density rather than $\mu$. The Legendre transform to fixed density turns a slope $\sigma$ into $\sigma/(1+\sigma B^2/B_0^2)$, with $B_0=\mu\sqrt{\mu_0D_0}$ and $D_0$ the zero-field density of states at $\mu$. Here $B_0\approx310$ T. The change is $0.2\%$ at $10$ T and $2.5$ K, but at fields of order $100$ T and low temperature it makes the slope fall faster than $B^{-1}$. Domains are thus confined to a window of fields, if they occur at all, and the one-harmonic formula places its upper edge too low when $z$ is of order one or smaller there. In this gas at $2.5$ K it gives $43$ T, against $95$ T with all harmonics at fixed $\mu$. Scattering, left out here, broadens the levels and lowers $W$, which narrows the window.

The domains must also be wide compared with the cyclotron radius, $0.79\ \mu$m in this example, for each phase to have a local $M(B)$. The walls lie outside the local theory. Since $H$ is the same throughout a wall parallel to the field, a local $M(B)$ would require $y=a\sin y$ at every point, which allows only a sharp step of $B$ and no gradual change. A step that sharp is not uniform over an orbit, so the true structure needs the non-local response. The domain width depends on the wall energy and the plate thickness, and the present energy does not determine it. In a thin plate the neglected costs can exceed (\ref{eq:gain}) and suppress the domains. The numerical output that follows lists the values used here.

\section*{Calculated quantities}
\begin{verbatim}
Landau sum minus harmonic formula, max: 3.9e-10 (reduced)
Fermi wave number: 1.20e+10 1/m
electron density: 5.836e+28 1/m^3
oscillation frequency F: 47391.3 T
integer N at centre: 4739
centre field Bc: 10.00000 T
phase rate k: 2977.7 1/T
oscillation period in B: 2.1101 mT
cyclotron radius: 0.7899 um
electron spacing n^(-1/3): 0.2578 nm
orbit phase from 1 T ripple (envelope): 1.78e-03 rad
orbit phase from uniform 1 mT: 2.978 rad
error of local expansion of M: 5.2e-04 (relative)
onset temperature (a = 1): 3.057 K
warm: temperature 3.5 K
warm: thermal argument z 5.1426
warm: thermal factor 0.06009
warm: amplitude W 0.05357 J/m^3
warm: a = max mu0 dM/dB 0.5969
warm: amplitude of mu0 M 0.2004 mT
cold: temperature 2.5 K
cold: thermal argument z 3.6733
cold: thermal factor 0.18667
cold: amplitude W 0.16640 J/m^3
cold: a = max mu0 dM/dB 1.8541
cold: amplitude of mu0 M 0.6227 mT
warm: harmonic 1 of k mu0 M 0.57068 (brute 0.57068)
warm: harmonic 2 of k mu0 M 0.15789 (brute 0.15789)
warm: harmonic 3 of k mu0 M 0.06498 (brute 0.06498)
warm: harmonic 4 of k mu0 M 0.03159 (brute 0.03159)
warm: harmonic ratio 2/1 0.2767
warm: small-a estimate a/2 0.2984
warm: bare-gas harmonic ratio 2/1 0.00413
warm: central slope dM/dH 1.4806
cold: harmonic 1 of k mu0 M 1.25432 (brute 1.25432)
cold: harmonic 2 of k mu0 M 0.59769 (brute 0.59769)
cold: harmonic 3 of k mu0 M 0.39173 (brute 0.39173)
cold: harmonic 4 of k mu0 M 0.29143 (brute 0.29143)
cold: ys 1.80393 rad
cold: domain fields Bc +/- 0.6058 mT
cold: jump of B 1.2116 mT
cold: jump from hull, 1 harmonic 1.2117 mT
cold: jump from hull, 8 harmonics 1.2070 mT
cold: metastable limit in mu0 H +/- 0.1881 mT
plate: applied field minus Bc 0.300 mT
plate: high-field fraction 0.7476 (minimized 0.7476)
plate: energy gain of domains at Bc 0.05882 J/m^3
\end{verbatim}
